# Gaussian integrals over anticommuting variables and Wick's theorem: a program that tests the result

```python
"""Berezin Gaussian integrals, tested by explicit Grassmann algebra.

Results under test (left derivatives, rightmost differential acts first):
  int prod_i dbar_i dpsi_i exp(-bar M psi)          = det M
  int dtheta_1...dtheta_n exp(-theta A theta / 2)  = Pf A   (n even)
  with sources: det M exp(etabar M^-1 eta), Pf A exp(-chi A^-1 chi / 2)
  averages of products: determinants of M^-1 or Pfaffians of A^-1.
M: complex matrix; A: antisymmetric matrix; bar, psi, theta: generators;
etabar, eta, chi: anticommuting sources.
An algebra element is a dict {bit mask of generators: coefficient};
each monomial is written with generator numbers increasing to the right.
"""
import itertools
import numpy as np


def multiply(a, b):
    out = {}
    for mask_a, coef_a in a.items():
        for mask_b, coef_b in b.items():
            if mask_a & mask_b:
                continue
            swaps, shifted = 0, mask_a >> 1
            while shifted:
                swaps += (shifted & mask_b).bit_count()
                shifted >>= 1
            key = mask_a | mask_b
            out[key] = out.get(key, 0) + (-1) ** swaps * coef_a * coef_b
    return out


def add(*elements):
    out = {}
    for element in elements:
        for mask, coef in element.items():
            out[mask] = out.get(mask, 0) + coef
    return out


def scale(number, a):
    return {mask: number * coef for mask, coef in a.items()}


def product(generators):
    out = {0: 1.0}
    for g in generators:
        out = multiply(out, {1 << g: 1.0})
    return out


def exponential(a):
    """Power series; it stops because a has no constant part."""
    total, term, order = {0: 1.0}, {0: 1.0}, 0
    while term:
        order += 1
        term = scale(1.0 / order, multiply(term, a))
        total = add(total, term)
    return total


def bilinear(left, matrix, right):
    return add(*[scale(matrix[i, j], product([left[i], right[j]]))
                 for i in range(len(left)) for j in range(len(right))])


def integrate(a, measure):
    for g in reversed(measure):
        a = {mask ^ (1 << g):
             (-1) ** (mask & ((1 << g) - 1)).bit_count() * coef
             for mask, coef in a.items() if mask >> g & 1}
    return a


def number(a):
    return a.get(0, 0.0)


def same(a, b, tolerance=1e-9):
    return all(abs(a.get(k, 0) - b.get(k, 0)) < tolerance
               for k in set(a) | set(b))


def substitute(a, images):
    out = {}
    for mask, coef in a.items():
        term = {0: coef}
        for g, image in enumerate(images):
            if mask >> g & 1:
                term = multiply(term, image)
        out = add(out, term)
    return out


def pairings(items):
    if not items:
        yield []
        return
    for k in range(1, len(items)):
        for rest in pairings(items[1:k] + items[k + 1:]):
            yield [(items[0], items[k])] + rest


def pfaffian(matrix):
    """Sum over pairings, sign = (-1)^(number of crossing pairs)."""
    total = 0.0
    for pairs in pairings(list(range(len(matrix)))):
        crossings = sum(a < c < b < d or c < a < d < b
                        for (a, b), (c, d)
                        in itertools.combinations(pairs, 2))
        total += (-1) ** crossings * np.prod([matrix[p] for p in pairs])
    return total


def complex_setup(n):
    bar, psi = list(range(n)), list(range(n, 2 * n))
    measure = [g for pair in zip(bar, psi) for g in pair]
    return bar, psi, measure


rng = np.random.default_rng(7)

# Top monomial, shift invariance and the linear change of variables
for n in range(1, 7):
    top = number(integrate(product(range(n)), list(range(n))))
    assert top == (-1) ** (n * (n - 1) // 2)
f = {mask: rng.normal() for mask in range(16)}
theta4 = [0, 1, 2, 3]
B = rng.normal(size=(4, 4))
shifted = [add(product([i]), *[scale(B[i, k], product([4 + k]))
                               for k in range(4)]) for i in range(4)]
assert same(integrate(substitute(f, shifted), theta4), integrate(f, theta4))
mapped = [add(*[scale(B[i, k], product([k])) for k in range(4)])
          for i in range(4)]
assert same(integrate(substitute(f, mapped), theta4),
            scale(np.linalg.det(B), integrate(f, theta4)))

# Complex Gaussian integral for several sizes
for n in range(1, 5):
    bar, psi, measure = complex_setup(n)
    M = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    value = number(integrate(exponential(bilinear(bar, -M, psi)), measure))
    assert abs(value - np.linalg.det(M)) < 1e-10

# Complex sources and Wick theorem, three pairs of generators
n = 3
bar, psi, measure = complex_setup(n)
etabar, eta = [6, 7, 8], [9, 10, 11]
M = 2 * np.eye(n) + 0.5 * (rng.normal(size=(n, n))
                           + 1j * rng.normal(size=(n, n)))
G = np.linalg.inv(M)
action = bilinear(bar, -M, psi)
source = add(bilinear(etabar, np.eye(n), psi), bilinear(bar, np.eye(n), eta))
left = integrate(exponential(add(action, source)), measure)
right = scale(np.linalg.det(M), exponential(bilinear(etabar, G, eta)))
assert same(left, right)
weight = exponential(action)
norm = number(integrate(weight, measure))
for p in (1, 2, 3):
    for rows in itertools.product(range(n), repeat=p):
        for cols in itertools.product(range(n), repeat=p):
            fields = [g for i, j in zip(rows, cols) for g in (psi[i], bar[j])]
            mean = number(integrate(multiply(product(fields), weight),
                                    measure)) / norm
            assert abs(mean - np.linalg.det(G[np.ix_(rows, cols)])) < 1e-9
assert abs(number(integrate(multiply(product(psi[:2]), weight),
                            measure))) < 1e-12

# Singular matrix: zero determinant, but adjugate elements survive
M0 = np.array([[1.0, 2.0, 0.0], [0.0, 1.0, 1.0], [1.0, 3.0, 1.0]])
weight0 = exponential(bilinear(bar, -M0, psi))
assert abs(number(integrate(weight0, measure))) < 1e-12
adjugate = np.array([[(-1) ** (i + j) * np.linalg.det(
    np.delete(np.delete(M0, j, 0), i, 1)) for j in range(n)]
    for i in range(n)])
for i in range(n):
    for j in range(n):
        value = number(integrate(multiply(product([psi[i], bar[j]]),
                                          weight0), measure))
        assert abs(value - adjugate[i, j]) < 1e-12
assert np.max(np.abs(adjugate)) > 0.5

# Real Gaussian integral: even sizes give Pf A, odd sizes give zero
for n in range(2, 8):
    A = rng.normal(size=(n, n))
    A = A - A.T
    theta = list(range(n))
    value = number(integrate(exponential(bilinear(theta, -A / 2, theta)),
                             theta))
    if n % 2:
        assert abs(value) < 1e-12
    else:
        assert abs(value - pfaffian(A)) < 1e-9
        assert abs(value ** 2 - np.linalg.det(A)) \
            < 1e-9 * max(1.0, value ** 2)

# Real sources and Wick theorem, six generators
n = 6
theta, chi = list(range(n)), list(range(n, 2 * n))
A = np.kron(np.eye(3), np.array([[0.0, 2.0], [-2.0, 0.0]]))
R = 0.4 * rng.normal(size=(n, n))
A = A + R - R.T
S = np.linalg.inv(A)
action = bilinear(theta, -A / 2, theta)
left = integrate(exponential(add(action, bilinear(chi, np.eye(n), theta))),
                 theta)
right = scale(pfaffian(A), exponential(bilinear(chi, -S / 2, chi)))
assert same(left, right)
weight = exponential(action)
norm = number(integrate(weight, theta))
index_sets = list(itertools.product(range(n), repeat=2))
index_sets += list(itertools.product(range(n), repeat=4))
index_sets += list(itertools.permutations(range(n)))[::37]
for chosen in index_sets:
    mean = number(integrate(multiply(product(chosen), weight), theta)) / norm
    assert abs(mean - pfaffian(S[np.ix_(chosen, chosen)])) < 1e-9

# Worked example 1: one Euclidean momentum mode of the Dirac operator
mass = 1.0
momentum = np.array([0.2, 0.4, 0.4, 0.8])
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
zero, one = np.zeros((2, 2)), np.eye(2)
gamma = [np.block([[zero, -1j * s], [1j * s, zero]]) for s in pauli]
gamma.append(np.block([[zero, one], [one, zero]]).astype(complex))
for a in range(4):
    for b in range(4):
        anticommutator = gamma[a] @ gamma[b] + gamma[b] @ gamma[a]
        assert np.allclose(anticommutator, 2 * (a == b) * np.eye(4))
slash = sum(p * g for p, g in zip(momentum, gamma))
dirac = mass * np.eye(4) + 1j * slash
p_squared = momentum @ momentum
bar, psi, measure = complex_setup(4)
weight = exponential(bilinear(bar, -dirac, psi))
det_dirac = number(integrate(weight, measure))
assert abs(det_dirac - (p_squared + mass ** 2) ** 2) < 1e-12


def dirac_mean(fields):
    return number(integrate(multiply(product(fields), weight),
                            measure)) / det_dirac


propagator = np.array([[dirac_mean([psi[i], bar[j]]) for j in range(4)]
                       for i in range(4)])
assert np.allclose(propagator, (mass * np.eye(4) - 1j * slash)
                   / (p_squared + mass ** 2), atol=1e-12)
four_fields = dirac_mean([psi[0], bar[0], psi[2], bar[2]])
direct = propagator[0, 0] * propagator[2, 2]
exchange = propagator[0, 2] * propagator[2, 0]
assert abs(four_fields - (direct - exchange)) < 1e-12
assert abs(four_fields - (direct + exchange)) > 0.1


def show_matrix(label, matrix):
    for row_number, row in enumerate(matrix, 1):
        entries = "  ".join(f"{np.round(z, 12) + 0:.2f}" for z in row)
        print(f"{label} row {row_number}: {entries}")


print("Example 1: Dirac mode, units hbar = c = m = 1")
print("mass m =", mass, "[m]")
print("momentum (p1,p2,p3,p4) =", momentum, "[m]")
print(f"p^2 = {p_squared:.4f} [m^2]")
show_matrix("M [m]", dirac)
print(f"Berezin integral = {det_dirac.real:.6f} [m^4]")
print(f"matrix determinant = {np.linalg.det(dirac).real:.6f} [m^4]")
show_matrix("G by integration [1/m]", propagator)
print(f"G11 G33 = {direct.real:.4f} [1/m^2]")
print(f"G13 G31 = {exchange.real:.4f} [1/m^2]")
print(f"<psi1 bar1 psi3 bar3> by integration = "
      f"{four_fields.real:.4f} [1/m^2]")
print(f"value with a plus sign instead = "
      f"{(direct + exchange).real:.4f} [1/m^2]")

# Worked example 2: four real generators
A = np.array([[0, 2, 1, -1], [-2, 0, 3, 1], [-1, -3, 0, 4], [1, -1, -4, 0]],
             float)
S = np.linalg.inv(A)
weight = exponential(bilinear(theta4, -A / 2, theta4))
pf_integral = number(integrate(weight, theta4))
four_theta = number(integrate(multiply(product(theta4), weight),
                              theta4)) / pf_integral
terms_A = [A[0, 1] * A[2, 3], -A[0, 2] * A[1, 3], A[0, 3] * A[1, 2]]
terms_S = [S[0, 1] * S[2, 3], -S[0, 2] * S[1, 3], S[0, 3] * S[1, 2]]
assert abs(pf_integral - sum(terms_A)) < 1e-12
assert abs(four_theta - sum(terms_S)) < 1e-12

print("Example 2: real generators, all numbers dimensionless")
for row_number, row in enumerate(A, 1):
    print(f"A row {row_number}:", row)
print("signed pairings 12|34, 13|24, 14|23 of A:",
      " ".join(f"{t:.4f}" for t in terms_A))
print(f"Berezin integral = {pf_integral:.6f}")
print(f"det A = {np.linalg.det(A):.6f}")
for i, j in itertools.combinations(range(4), 2):
    mean = number(integrate(multiply(product([i, j]), weight),
                            theta4)) / pf_integral
    assert abs(mean - S[i, j]) < 1e-12
    print(f"<theta{i + 1} theta{j + 1}> = {mean:.4f}")
print("signed pairings 12|34, 13|24, 14|23 of A^-1:",
      " ".join(f"{t:.4f}" for t in terms_S))
print(f"<theta1 theta2 theta3 theta4> by integration = {four_theta:.6f}")
print("PASS")
```

Printed output:

```
Example 1: Dirac mode, units hbar = c = m = 1
mass m = 1.0 [m]
momentum (p1,p2,p3,p4) = [0.2 0.4 0.4 0.8] [m]
p^2 = 1.0000 [m^2]
M [m] row 1: 1.00+0.00j  0.00+0.00j  0.40+0.80j  0.20-0.40j
M [m] row 2: 0.00+0.00j  1.00+0.00j  0.20+0.40j  -0.40+0.80j
M [m] row 3: -0.40+0.80j  -0.20+0.40j  1.00+0.00j  0.00+0.00j
M [m] row 4: -0.20-0.40j  0.40+0.80j  0.00+0.00j  1.00+0.00j
Berezin integral = 4.000000 [m^4]
matrix determinant = 4.000000 [m^4]
G by integration [1/m] row 1: 0.50+0.00j  0.00+0.00j  -0.20-0.40j  -0.10+0.20j
G by integration [1/m] row 2: 0.00+0.00j  0.50+0.00j  -0.10-0.20j  0.20-0.40j
G by integration [1/m] row 3: 0.20-0.40j  0.10-0.20j  0.50+0.00j  0.00+0.00j
G by integration [1/m] row 4: 0.10+0.20j  -0.20-0.40j  0.00+0.00j  0.50+0.00j
G11 G33 = 0.2500 [1/m^2]
G13 G31 = -0.2000 [1/m^2]
<psi1 bar1 psi3 bar3> by integration = 0.4500 [1/m^2]
value with a plus sign instead = 0.0500 [1/m^2]
Example 2: real generators, all numbers dimensionless
A row 1: [ 0.  2.  1. -1.]
A row 2: [-2.  0.  3.  1.]
A row 3: [-1. -3.  0.  4.]
A row 4: [ 1. -1. -4.  0.]
signed pairings 12|34, 13|24, 14|23 of A: 8.0000 -1.0000 -3.0000
Berezin integral = 4.000000
det A = 16.000000
<theta1 theta2> = -1.0000
<theta1 theta3> = 0.2500
<theta1 theta4> = -0.7500
<theta2 theta3> = 0.2500
<theta2 theta4> = 0.2500
<theta3 theta4> = -0.5000
signed pairings 12|34, 13|24, 14|23 of A^-1: 0.5000 -0.0625 -0.1875
<theta1 theta2 theta3 theta4> by integration = 0.250000
PASS
```
